Why germanium–silicon avalanche detectors absorb in germanium but multiply in silicon

**1. Two avalanches that can be solved at sight**

Suppose that one electron enters a high-field layer in which electrons can ionise the lattice and holes cannot. Measure depth by t, the mean number of ionisations one electron makes on its way there. In a step dt each of the n electrons present adds one more with probability dt, so n² grows by 2n + 1 with probability n dt:

d⟨n⟩/dt = ⟨n⟩,  d⟨n²⟩/dt = 2⟨n²⟩ + ⟨n⟩.

With n = 1 at t = 0 the solutions are ⟨n⟩ = eᵗ and ⟨n²⟩ = 2e²ᵗ − eᵗ. Writing M for the mean gain at the exit, the excess noise factor is

F = ⟨n²⟩/⟨n⟩² = 2 − 1/M.

However large the gain, F stays below 2.

Now let holes ionise as readily as electrons. The electron of a new pair crosses the part of the layer ahead of it, and the hole crosses the part behind. Together they cross the whole layer once, so every pair has the same mean number a of direct offspring, wherever it is born. Its mean yield, itself included, obeys M = 1 + aM, so M = 1/(1 − a). The offspring number is Poissonian, so the variance of the yield is a times its mean square s (section 3 gives the reason):

s − M² = as,  s = M²/(1 − a) = M³,  F = s/M² = M.

At a gain of 10 the two cases give F = 1.9 and F = 10. The difference is feedback: holes travel back and start the avalanche again. The relevant material property is therefore the ratio k = β/α, where α and β are the ionisation coefficients (ionisations per unit path) of electrons and holes. Roughly, k is 0.1 in silicon and 1.5 in germanium. Both depend on field and are taken here as inputs, not derived.

**2. Contribution one: absorption**

A photon at 1310 nm carries 0.946 eV. The gap of silicon is roughly 1.1 eV and the direct gap of germanium roughly 0.8 eV. The photon can thus lift an electron across the direct gap of germanium but not across the gap of silicon. This settles where light is absorbed. It does not settle where carriers should multiply, which is a question of noise.

**3. Contribution two: hole feedback, for any field profile**

Let the multiplying layer run from x = 0 to x = W, with electrons moving towards +x and holes towards −x. Assume that ionisation depends on the local field alone (no dead space after each ionisation), that carriers act independently, and that the mean gain is finite. Let m(x) be the mean yield of a pair born at x, itself included:

m(x) = 1 + ∫ₓᵂ αm dx′ + ∫₀ˣ βm dx′.

Differentiating with respect to the limits gives

m′ = −(α − β)m.

For a pair born at x = 0 the hole leaves at once, so m(0) is the gain M for electron injection, and

∫₀ᵂ αm dx = M − 1.  (A)

For the variance, divide the electron's path into short steps. A step dx′ adds an independent yield of mean square s(x′) with probability α dx′. Its variance is αs dx′, because the squared mean is of second order in dx′. The hole's path is treated alike, and independent variances add:

s − m² = ∫ₓᵂ αs dx′ + ∫₀ˣ βs dx′.

Differentiate, and replace −(α − β) by m′/m:

s′ − 2mm′ = s m′/m.

Dividing by m and collecting terms gives (s/m)′ = 2m′. Integration from 0 then yields

s = m[s(0)/M − 2M + 2m].  (B)

At x = 0 the variance equation reads s(0) − M² = ∫₀ᵂ αs dx. Insert (B), use (A), and write J = ∫₀ᵂ αm² dx:

s(0) − M² = [s(0)/M − 2M](M − 1) + 2J.

The terms in s(0) combine to s(0)/M on the left, leaving

s(0)/M = M² − 2M(M − 1) + 2J = 2M − M² + 2J.

Division by M gives

F = 2 − M + 2J/M.  (C)

This holds for any α(x) and β(x) within the assumptions.

**4. The constant-ratio law and its reading**

If k is the same throughout the layer, then αm = −m′/(1 − k) for k ≠ 1. Define r = m(W)/m(0). Equation (A) becomes

M(1 − r)/(1 − k) = M − 1,  so  r = k + (1 − k)/M.

In the same way

J = −∫₀ᵂ mm′ dx/(1 − k) = M²(1 − r²)/[2(1 − k)] = M(M − 1)(1 + r)/2,

where the last step uses the relation for r. Equation (C) then gives

F = 2 − M + (M − 1)(1 + r) = 1 + (M − 1)r.

Inserting r and expanding,

F = kM + (1 − k)(2 − 1/M).  (D)

The limits k → 0 and k → 1 return the two opening results. A pair born at W loses its electron at once, so m(W) is the gain of an avalanche started by a hole. Thus r compares a hole's power to start an avalanche with an electron's, in the same field. Solving for the gain gives M = (1 − k)/(r − k), which diverges as r → k. That is breakdown, and there this finite-gain description ends. It therefore does not describe single-photon counting above breakdown.

For hole injection the carriers exchange roles and k is replaced by 1/k. At M = 10:

Silicon, electrons first: r = 0.1 + 0.9/10 = 0.19, F = 1 + 9 × 0.19 = 2.71.

Germanium, holes first: 1/k = 0.667, r = 0.700, F = 1 + 9 × 0.700 = 7.30.

Germanium, electrons first: F = 14.05.

Even with its better carrier, germanium is 2.7 times as noisy by this measure. Simulated avalanches, 200,000 per case, gave F = 2.72 for silicon and 7.39 for germanium with holes first, against 2.71 and 7.30.

The ratios are rough, so the conclusion must survive changing them. For silicon with k from 0.02 to 0.2, F runs from 2.06 to 3.52. For germanium with k from 1.2 to 2.0 and holes first, it runs from 5.95 to 8.65. The ranges do not overlap. The local k of silicon rises with field, and in layers thinner than about a micrometre it reaches roughly 0.3 to 0.4. At k = 0.4, (D) gives F = 5.14, still below the germanium range but with a much smaller margin. The gap widens with gain: at M = 50 the central ratios give 6.78 and 33.99.

**5. Contribution three: which carrier starts the avalanche**

Silicon is quiet only if used the right way round. With holes first, its ratio becomes 1/k = 10 and F at M = 10 rises to 82.90, far worse than germanium. The absorber must therefore stand on the side from which electrons drift into silicon. If germanium itself does not ionise, a pair created anywhere in it sends one electron into silicon, while its hole leaves the other way without multiplying.

Absorption inside the multiplying layer would spoil this purity. Starting points then vary, and F = ⟨s⟩/⟨m⟩², averaged over birth positions. Let M₀ and F₀ be the gain and noise factor for electron injection in the same field. Since s(0)/M₀ = F₀M₀, equation (B) gives

F = [(F₀ − 2)M₀⟨m⟩ + 2⟨m²⟩]/⟨m⟩².

For uniform generation in a uniform field, m varies as M₀ exp[−(1 − k)t] from t = 0 to t = a, where a is now the ionisation integral ∫₀ᵂ α dx. Hence

⟨m⟩ = M₀(1 − r)/[(1 − k)a],

⟨m²⟩ = M₀²(1 − r²)/[2(1 − k)a].

With the field adjusted so that ⟨m⟩ = 10, silicon gives F = 7.31 (for light of shorter wavelength, which it can absorb) and germanium 9.89. Silicon remains the better of the two, but at these ratios it is no quieter than germanium with pure hole injection (7.30). The near equality is an accident of the rough ratios: for k from 0.02 to 0.2 the silicon value runs from 5.03 to 8.48, a range that now overlaps the 5.95 to 8.65 of germanium with holes first. A separate absorber is thus valuable for noise as well as for absorption.

**6. Contribution four: keeping germanium from ionising**

Suppose that the electron first crosses germanium, where its ionisation integral is a small g, and then silicon. Call the ratios k_G and k_S, and hold the total gain M fixed. In germanium m changes by the factor G = exp[(k_G − 1)g], which is 1 + (k_G − 1)g to first order. In silicon it falls by a further factor ρ.

To first order in g, germanium contributes Mg to integral (A) and M²g to J. With c = 1 − 1/M, the silicon part of (A) requires

G(1 − ρ) = (1 − k_S)(c − g).

The silicon part of J is M²G²(1 − ρ²)/[2(1 − k_S)]. Writing G(1 + ρ) = 2G − G(1 − ρ), we obtain

J/M² = g + ½(c − g)[2G − (1 − k_S)(c − g)].

The terms linear in g are

g − ½g[2 − (1 − k_S)c] + ½c[2(k_G − 1) + (1 − k_S)]g = c(k_G − k_S)g.

By (C), the change in F is 2M times this:

δF ≈ 2(M − 1)(k_G − k_S)g.  (E)

At M = 10 the coefficient is 18 × 1.4 ≈ 25. An integral of only 0.02 thus adds about 0.5. The full two-layer calculation gives:

g = 0: F = 2.71
g = 0.02: F = 3.21
g = 0.05: F = 3.95
g = 0.10: F = 5.15

With hole ionisation in germanium switched off (k_G = 0), the last value becomes 2.55, slightly below 2.71, as the negative sign in (E) predicts. The harm therefore comes from holes that ionise in germanium. Holes made in silicon return through it and create pairs whose electrons restart the avalanche.

The remedy is a low field in germanium and a high field in silicon, since ionisation rises steeply with field. A thin acceptor-doped layer between them provides the step. With N_A ionised acceptors per unit area, Gauss's law for the field magnitudes reads

ε_Si E_Si = ε_Ge E_Ge + qN_A.

The sign follows from the direction of drift: electrons move towards +x, so the field points towards −x, and negative charge strengthens it on the silicon side.

**7. Weighing the noise in a receiver**

How much a lower excess noise factor helps a receiver depends also on the noise of its amplifier. Let I be the primary photocurrent, B the bandwidth and S the amplifier's noise density, meaning its mean square noise current per unit bandwidth. Poissonian primaries, each yielding N carriers, give a one-sided output noise density 2qI⟨N²⟩ = 2qIM²F, at frequencies low enough for each avalanche to count as instantaneous. Dividing the total output noise by M² refers it to the primary current:

noise density = 2qIF + S/M².

Gain suppresses the second term and raises the first. From (D), dF/dM = k + (1 − k)/M². Setting the derivative of the noise to zero and multiplying by M³/(2qI) gives

kM³ + (1 − k)M = S/(qI).  (F)

For 0 ≤ k ≤ 1 the left side rises with M and equals 1 at M = 1. If S/(qI) is below 1, avalanche gain therefore brings no benefit.

Take 1 μW at 1310 nm, quantum efficiency 0.8, B = 10 GHz and amplifier noise of 10 pA/√Hz. The responsivity is 0.845 A/W, so I = 0.845 μA. With S = (10 pA/√Hz)² = 10⁻²² A²/Hz, this gives S/(qI) = 738.4. Dark current is left out, and both materials receive the same I. Each avalanche is assumed to be short enough to count as instantaneous over the whole bandwidth, which at 10 GHz and the gains found below requires a thin multiplying layer. With commonly used local coefficients for silicon and a uniform field, k ≈ 0.1 at a gain near 19 belongs to a layer some 4 μm thick, whose bandwidth is only about 2 GHz. A layer fast enough for 10 GHz is a few tenths of a micrometre thick. Its field is higher and its local k is nearer 0.3 to 0.4, which would narrow silicon's advantage, and the dead space neglected in section 3 can be a noticeable part of its width. The figures below therefore illustrate the local model with the chosen ratios and are not predictions for a particular device. Equation (F) gives M = 19.32 for silicon and 10.33 for germanium with holes first, with F = 3.69 and 7.52. In units of qI the noise densities are

silicon: 2 × 3.69 + 738.4/19.32² = 7.38 + 1.98 = 9.36,

germanium: 2 × 7.52 + 738.4/10.33² = 15.04 + 6.92 = 21.96.

Without gain the sum is 2 + 738.4 = 740.4, and the signal-to-noise power ratio, I² divided by the noise density times B, is I/(740.4 qB) = 0.713. Scaling by the noise gives 0.713 × 740.4/9.36 = 56.4 for silicon (17.5 dB) and 24.0 for germanium (13.8 dB). In this model silicon wins by a factor of 2.35, because it allows more gain and adds less noise at that gain.

When amplifier noise is so large that kM ≫ 2 at the optimum, (F) gives M ≈ [S/(qIk)]^(1/3). The noise in units of qI is then 2kM + kM = 3kM, which scales as k^(2/3) at fixed S/(qI). The advantage of silicon would approach (0.667/0.1)^(2/3) ≈ 3.5. Here it is smaller because kM is only 1.9 in silicon, comparable with the term 2(1 − k) = 1.8 that remains even when hole feedback is weak.

Apart from the range for uniform generation in section 5 and the rough figures for real silicon layers in sections 4 and 7, the values quoted here appear in the numerical output below or follow from it by simple arithmetic.

Computed values

```
Numbers without a unit are dimensionless
Wavelength: 1310 nm
Photon energy: 0.946 eV
Rough gap, Si: 1.1 eV; Ge direct: 0.8 eV
Rough hole/electron ratio k, Si: 0.1; Ge: 1.5
Ge ratio for hole injection, 1/k: 0.667
Common mean gain M: 10
Electron integral a, Si, electron start: 1.8453
Electron integral a, Ge, hole start: 0.7133
r = m(W)/m(0), Si: 0.190
r with k -> 1/k, Ge hole start: 0.700
F, Si: electron start 2.71, hole start 82.90
F, Si: uniform generation 7.31
F, Ge: hole start 7.30, electron start 14.05
F, Ge: uniform generation 9.89
Monte Carlo avalanches per case: 200000
Monte Carlo Si: M 10.01, F 2.72
Monte Carlo Ge, hole start: M 9.99, F 7.39
Shot noise, simulated/formula: 1.010
F at M = 5: Si electron start 2.12, Ge hole start 3.93
F at M = 20: Si electron start 3.75, Ge hole start 13.98
F at M = 50: Si electron start 6.78, Ge hole start 33.99
Scan at M = 10, Si k 0.02 to 0.2: F 2.06 to 3.52
Scan at M = 10, Ge k 1.2 to 2.0, hole start: F 5.95 to 8.65
Ge absorber ionising weakly, then Si; total M = 10:
  Ge integral 0.00: Si integral 1.8453, F 2.71, F without Ge hole ionisation 2.71
  Ge integral 0.02: Si integral 1.7029, F 3.21, F without Ge hole ionisation 2.67
  Ge integral 0.05: Si integral 1.5208, F 3.95, F without Ge hole ionisation 2.62
  Ge integral 0.10: Si integral 1.2755, F 5.15, F without Ge hole ionisation 2.55
Optical power: 1 uW
Quantum efficiency: 0.8
Responsivity at unit gain: 0.845 A/W
Primary photocurrent I: 0.845 uA
Bandwidth: 10 GHz
Amplifier noise: 10 pA/sqrt(Hz)
S/(qI): 738.4
Signal-to-noise power ratio at M = 1: 0.713
Si multiplication, best M: 19.32, F: 3.69, signal-to-noise: 56.4
  the same signal-to-noise: 17.5 dB
Ge multiplication, best M: 10.33, F: 7.52, signal-to-noise: 24.0
  the same signal-to-noise: 13.8 dB
Signal-to-noise, Si over Ge: 2.35
```
